# Fifteenfold Torsional Symmetry and Nearly Free Cyclopentadienyl Rotation: a numerical check

```python
# Result under test: a regular five-membered ring turned by phi over a coaxial
# threefold M(CO)3 tripod has a torsional potential with harmonics 15, 30, ...
# For a pair term d^(-2s), d^2 = A - B cos(theta), the cosine coefficients are
# c_n = 2 (2q/B)^s (s)_n/n! q^n 2F1(s,s+n;n+1;q^2),
# q = (A-sqrt(A^2-B^2))/B, so they decay nearly geometrically with order n.
# A = rho^2+R^2+h^2, B = 2 rho R: rho ring radius, R tripod radius, h height.
# Lengths in angstrom, energies in meV unless a name says otherwise.
import math
import numpy as np
import mpmath as mp
from scipy import constants as const
from pyscf import gto, scf
from pyscf.data.elements import MASSES

BOND_CC, BOND_CH = 1.41, 1.08
HEIGHT = 1.80              # metal to ring centre
M_C, C_O = 1.80, 1.15      # metal-carbon and carbon-oxygen lengths
TEMPERATURE = 350.0
PAIR = {("C", "C"): (3.0, 3.4), ("C", "O"): (4.0, 3.2),
        ("H", "C"): (2.0, 2.9), ("H", "O"): (2.5, 2.7)}  # epsilon, sigma
N_ANGLES = 360
FLOOR = 1e-9               # meV, well above rounding noise of the sums


def polar(radius, angle, z):
    return [radius * math.cos(angle), radius * math.sin(angle), z]


def regular_ring(n):
    r_c = BOND_CC / (2 * math.sin(math.pi / n))
    xyz, kinds = [], []
    for j in range(n):
        for kind, r in (("C", r_c), ("H", r_c + BOND_CH)):
            xyz.append(polar(r, 2 * math.pi * j / n, 0.0))
            kinds.append(kind)
    return np.array(xyz), kinds


SIN_CONE, COS_CONE = math.sqrt(2 / 3), math.sqrt(1 / 3)  # OC-M-CO = 90 deg


def tripod(count=3, oxygen_twist=0.0):
    xyz, kinds = [], []
    for k in range(count):
        for kind, r, twist in (("C", M_C, 0.0), ("O", M_C + C_O, oxygen_twist)):
            xyz.append(polar(r * SIN_CONE, 2 * math.pi * k / 3 + twist,
                             -r * COS_CONE))
            kinds.append(kind)
    return np.array(xyz), kinds


def profile(ring, frame, tilt=0.0):
    """Energy on a one-degree grid, summed over atoms in Cartesian space."""
    eps = np.array([[PAIR[a, b][0] for b in frame[1]] for a in ring[1]])
    sig = np.array([[PAIR[a, b][1] for b in frame[1]] for a in ring[1]])
    ct, st = math.cos(tilt), math.sin(tilt)
    tilt_matrix = np.array([[ct, 0, st], [0, 1, 0], [-st, 0, ct]])
    values = []
    for phi in 2 * np.pi * np.arange(N_ANGLES) / N_ANGLES:
        c, s = math.cos(phi), math.sin(phi)
        spin = np.array([[c, -s, 0], [s, c, 0], [0, 0, 1]])
        atoms = ring[0] @ (tilt_matrix @ spin).T + np.array([0, 0, HEIGHT])
        d2 = ((atoms[:, None, :] - frame[0][None, :, :]) ** 2).sum(axis=2)
        x = (sig**2 / d2) ** 3
        values.append((4 * eps * (x * x - x)).sum())
    return np.array(values)


def spectrum(values):
    return 2 * np.fft.rfft(values) / len(values)  # cosine - i * sine


def check_only_multiples(values, order):
    amp = np.abs(spectrum(values))
    n = np.arange(len(amp))
    assert amp[n % order != 0].max() < FLOOR
    assert amp[order] > FLOOR


def barrier(values):
    return values.max() - values.min()


def decay_factor(A, B):
    return (A - mp.sqrt(A * A - B * B)) / B


def coefficient(n, s, A, B):
    q = decay_factor(A, B)
    return (2 * (2 * q / B) ** s * mp.rf(s, n) / mp.factorial(n) * q**n
            * mp.hyp2f1(s, s + n, n + 1, q * q))


def coefficient_by_quadrature(n, s, A, B, points=256):
    total = mp.mpf(0)
    for i in range(points):
        theta = 2 * mp.pi * i / points
        total += mp.cos(n * theta) * (A - B * mp.cos(theta)) ** (-s)
    return 2 * total / points


# Closed coefficient against quadrature, and the geometric decay at high order.
mp.mp.dps = 90
A_test, B_test = mp.mpf(23), mp.mpf(11)
for s in (mp.mpf(1) / 2, mp.mpf(3), mp.mpf(6)):
    for n in (5, 15, 30):
        direct = coefficient_by_quadrature(n, s, A_test, B_test)
        assert abs(coefficient(n, s, A_test, B_test) / direct - 1) < 1e-20
ratio_high = (coefficient_by_quadrature(101, mp.mpf(6), A_test, B_test)
              / coefficient_by_quadrature(100, mp.mpf(6), A_test, B_test))
assert abs(ratio_high / decay_factor(A_test, B_test) - 1) < 0.1
mp.mp.dps = 30

# Fourier spectra from explicit coordinates for three ring sizes.
ring5, carbonyls = regular_ring(5), tripod()
ring_barriers = {}
for size in (4, 5, 6):
    v = profile(regular_ring(size), carbonyls)
    check_only_multiples(v, math.lcm(size, 3))
    ring_barriers[size] = barrier(v)
v5 = profile(ring5, carbonyls)
spec5 = spectrum(v5)
assert np.abs(spec5.imag).max() < FLOOR
amplitude15 = spec5[15].real

# A propeller tripod has no mirror planes: sine terms, same selection rule.
v_twist = profile(ring5, tripod(oxygen_twist=math.radians(10)))
check_only_multiples(v_twist, 15)
assert abs(spectrum(v_twist)[15].imag) > 1e-8

# Amplitude from the closed formula, pair kind by pair kind.
r_c = BOND_CC / (2 * math.sin(math.pi / 5))
r_h = r_c + BOND_CH
ring_radius = {"C": r_c, "H": r_h}
tripod_length = {"C": M_C, "O": M_C + C_O}
contributions, factors = {}, {}
for (a, b), (eps, sig) in PAIR.items():
    rho, R = ring_radius[a], tripod_length[b] * SIN_CONE
    h = HEIGHT + tripod_length[b] * COS_CONE
    A, B = mp.mpf(rho**2 + R**2 + h**2), mp.mpf(2 * rho * R)
    factors[a, b] = float(decay_factor(A, B))
    contributions[a, b] = float(15 * 4 * eps * (
        sig**12 * coefficient(15, 6, A, B) - sig**6 * coefficient(15, 3, A, B)))
formula15 = sum(contributions.values())
assert abs(formula15 / amplitude15 - 1) < 1e-5
barrier5 = v5[0] - v5[12]
assert abs(barrier5 / (2 * formula15) - 1) < 1e-5

# One carbonyl alone shows the fivefold term that three carbonyls cancel.
v_single = profile(ring5, tripod(count=1))
check_only_multiples(v_single, 5)

# Neglected effects: unequal ring, ring tilt, and an outside neighbour.
displacement, tilt_degrees, neighbour_radius = 0.02, 2.0, 5.0
moved = ring5[0].copy()
moved[:2, 0] += displacement
v_moved = profile((moved, ring5[1]), carbonyls)
check_only_multiples(v_moved, 3)
v_tilt = profile(ring5, carbonyls, math.radians(tilt_degrees))
check_only_multiples(v_tilt, 5)
crowded = (np.vstack([carbonyls[0], [neighbour_radius, 0, HEIGHT]]),
           carbonyls[1] + ["C"])
v_neighbour = profile(ring5, crowded)
check_only_multiples(v_neighbour, 5)

# Relative rotor at zero total axial angular momentum.
inertia_ring = 5 * (MASSES[6] * r_c**2 + MASSES[1] * r_h**2)
inertia_tripod = 3 * SIN_CONE**2 * (MASSES[6] * M_C**2
                                    + MASSES[8] * (M_C + C_O) ** 2)
unit_rotor = const.hbar**2 / (2 * const.atomic_mass * 1e-20) / const.e * 1e3
rotor = unit_rotor * (1 / inertia_ring + 1 / inertia_tripod)
m = np.arange(-45, 46)
H = np.diag(rotor * m.astype(float) ** 2)
H += amplitude15 / 2 * (np.eye(len(m), k=15) + np.eye(len(m), k=-15))
ground = np.linalg.eigh(H)[1][:, 0]
mixing = abs(ground[45 + 15] / ground[45])
assert abs(mixing / (abs(amplitude15) / (450 * rotor)) - 1) < 1e-3
thermal = const.k * TEMPERATURE / const.e * 1e3
assert barrier5 < rotor < thermal

# Electronic test: C5H5 anion in the field of one or three point charges.
CHARGE, CHARGE_RADIUS, CHARGE_DEPTH = 0.5, 2.0, 2.0
mol = gto.M(atom=[(k, tuple(p)) for k, p in zip(ring5[1], ring5[0])],
            basis="sto-3g", charge=-1, verbose=0)
core = scf.hf.get_hcore(mol)
bohr = const.physical_constants["Bohr radius"][0] * 1e10
hartree = const.physical_constants["Hartree energy in eV"][0] * 1e3


def anion_energy(count, degrees):
    h, outside = core.copy(), 0.0
    for k in range(count):
        angle = 2 * math.pi * k / 3 - math.radians(degrees)
        p = np.array(polar(CHARGE_RADIUS, angle, -CHARGE_DEPTH)) / bohr
        with mol.with_rinv_origin(p):
            h -= CHARGE * mol.intor("int1e_rinv")
        distance = np.linalg.norm(mol.atom_coords() - p, axis=1)
        outside += CHARGE * (mol.atom_charges() / distance).sum()
    mf = scf.RHF(mol)
    mf.get_hcore = lambda *args: h
    mf.conv_tol, mf.conv_tol_grad = 1e-11, 1e-7
    energy = mf.kernel()
    assert mf.converged
    return (energy + outside) * hartree


one_charge = anion_energy(1, 0) - anion_energy(1, 36)
three_charges = anion_energy(3, 0) - anion_energy(3, 12)
period_error = anion_energy(3, 5) - anion_energy(3, 29)
assert abs(period_error) < 1e-9 * hartree
assert abs(three_charges) < abs(one_charge) / 20

print(f"C-C and C-H lengths: {BOND_CC:.2f}, {BOND_CH:.2f} angstrom")
print(f"Ring C and H radii: {r_c:.4f}, {r_h:.4f} angstrom")
print(f"Metal-ring height: {HEIGHT:.2f} angstrom")
print(f"M-C and C-O lengths: {M_C:.2f}, {C_O:.2f} angstrom")
print(f"Tripod C and O radii: {M_C*SIN_CONE:.4f}, "
      f"{(M_C+C_O)*SIN_CONE:.4f} angstrom")
print(f"Ring to carbonyl C, O heights: {HEIGHT+M_C*COS_CONE:.4f}, "
      f"{HEIGHT+(M_C+C_O)*COS_CONE:.4f} angstrom")
for (a, b), (eps, sig) in PAIR.items():
    print(f"Ring {a} - carbonyl {b}: epsilon {eps:.1f} meV, "
          f"sigma {sig:.1f} angstrom")
    print(f"  decay factor q {factors[a, b]:.4f}, "
          f"15th amplitude {contributions[a, b]:.3e} meV")
print(f"15th amplitude, formula: {formula15:.5e} meV")
print(f"15th amplitude, coordinates: {amplitude15:.5e} meV")
print(f"Barrier V(0)-V(12 deg): {barrier5:.4e} meV")
print(f"Same barrier: {barrier5*1e-3*const.e*const.N_A:.3e} J/mol")
print(f"Barrier with one carbonyl: {barrier(v_single):.4f} meV")
for size, value in ring_barriers.items():
    print(f"Ring of {size}, order {math.lcm(size, 3)}: barrier {value:.4e} meV")
print(f"Temperature: {TEMPERATURE:.0f} K; kT: {thermal:.3f} meV")
print(f"Barrier / kT: {barrier5/thermal:.3e}")
print(f"Ring inertia: {inertia_ring:.2f} u angstrom^2")
print(f"Tripod inertia: {inertia_tripod:.2f} u angstrom^2")
print(f"Relative rotor constant F: {rotor:.5f} meV")
print(f"Barrier / F: {barrier5/rotor:.3e}")
print(f"Ground-state amplitude ratio |15>/|0>: {mixing:.3e}")
print(f"One CH moved out {displacement:.2f} angstrom: "
      f"barrier {barrier(v_moved):.4f} meV")
print(f"Ring tilted {tilt_degrees:.1f} deg: barrier {barrier(v_tilt):.4f} meV")
print(f"Neighbour C at {neighbour_radius:.1f} angstrom from axis: "
      f"barrier {barrier(v_neighbour):.4f} meV")
print(f"Anion test charges: {CHARGE:.1f} e, radius {CHARGE_RADIUS:.1f}, "
      f"depth {CHARGE_DEPTH:.1f} angstrom")
print(f"RHF/STO-3G one charge, E(0)-E(36 deg): {one_charge:.4f} meV")
print(f"RHF/STO-3G three charges, E(0)-E(12 deg): {three_charges:.3e} meV")
print(f"RHF/STO-3G three charges, E(5)-E(29 deg): {period_error:.1e} meV")
print("checks complete")
```

Running it gives:

```
C-C and C-H lengths: 1.41, 1.08 angstrom
Ring C and H radii: 1.1994, 2.2794 angstrom
Metal-ring height: 1.80 angstrom
M-C and C-O lengths: 1.80, 1.15 angstrom
Tripod C and O radii: 1.4697, 2.4087 angstrom
Ring to carbonyl C, O heights: 2.8392, 3.5032 angstrom
Ring C - carbonyl C: epsilon 3.0 meV, sigma 3.4 angstrom
  decay factor q 0.1548, 15th amplitude 5.161e-06 meV
Ring C - carbonyl O: epsilon 4.0 meV, sigma 3.2 angstrom
  decay factor q 0.1515, 15th amplitude 1.027e-07 meV
Ring H - carbonyl C: epsilon 2.0 meV, sigma 2.9 angstrom
  decay factor q 0.2287, 15th amplitude 4.792e-05 meV
Ring H - carbonyl O: epsilon 2.5 meV, sigma 2.7 angstrom
  decay factor q 0.2508, 15th amplitude 8.522e-06 meV
15th amplitude, formula: 6.17027e-05 meV
15th amplitude, coordinates: 6.17027e-05 meV
Barrier V(0)-V(12 deg): 1.2341e-04 meV
Same barrier: 1.191e-02 J/mol
Barrier with one carbonyl: 8.3522 meV
Ring of 4, order 12: barrier 2.5489e-03 meV
Ring of 5, order 15: barrier 1.2341e-04 meV
Ring of 6, order 6: barrier 1.4598e+01 meV
Temperature: 350 K; kT: 30.161 meV
Barrier / kT: 4.092e-06
Ring inertia: 112.58 u angstrom^2
Tripod inertia: 356.29 u angstrom^2
Relative rotor constant F: 0.02443 meV
Barrier / F: 5.051e-03
Ground-state amplitude ratio |15>/|0>: 5.612e-06
One CH moved out 0.02 angstrom: barrier 0.9448 meV
Ring tilted 2.0 deg: barrier 2.7644 meV
Neighbour C at 5.0 angstrom from axis: barrier 8.9944 meV
Anion test charges: 0.5 e, radius 2.0, depth 2.0 angstrom
RHF/STO-3G one charge, E(0)-E(36 deg): -18.5110 meV
RHF/STO-3G three charges, E(0)-E(12 deg): 1.511e-03 meV
RHF/STO-3G three charges, E(5)-E(29 deg): 6.5e-09 meV
checks complete
```
